# Spatial resolution of optical frequency-domain reflectometry in a high-index waveguide

## Problem

In optical frequency-domain reflectometry (OFDR), a tunable laser sweeps its frequency while light returning from a waveguide interferes with light from a reference path. A Fourier transform of the recorded fringes turns them into a map of reflection against distance.

A sweep runs from $\lambda_1=1530$ nm to $\lambda_2=1570$ nm, so its width is $\Delta\lambda=40$ nm and its centre is $\lambda_0=1550$ nm. The waveguide has group index $n_g=4.2$ and phase index $n_p=2.4$ at the centre wavelength.

1. What is the spatial resolution, defined as the distance from the centre of a reflection peak to its first null?
2. Are two equal reflectors separated by this distance always seen as two?
3. If the guide has a dispersion of magnitude 1000 ps/(nm km), how far along it does the answer to part 1 remain useful?

Distance $z$ is measured one way along the guide, from the point where the reference and probe delays are equal. The guide carries one mode. Until part 3, $n_g$ is constant over the sweep. The reflector's response and the detected spectrum are flat, the samples are evenly spaced in optical frequency, and no taper is applied before the transform. Wavelengths are vacuum wavelengths, and engineering units are used throughout.

## First estimate by scaling

A measurement covering a frequency span $\Delta\nu$ can distinguish delays that differ by roughly $1/\Delta\nu$: over such a span, two signals with that difference in delay accumulate about one cycle of relative phase.

Since $\nu=c/\lambda$, a small wavelength change produces a frequency change of magnitude

$$
\Delta\nu\approx\frac{c\,\Delta\lambda}{\lambda_0^2}.
$$

For the given sweep this is about 5 THz, so the delay scale is about 200 fs. The envelope of a light signal travels at the group velocity $c/n_g$. The corresponding length is

$$
\ell\sim\frac{c}{n_g}\frac{1}{\Delta\nu}
\approx\frac{\lambda_0^2}{n_g\Delta\lambda}
=\frac{(1550\ \text{nm})^2}{4.2\times40\ \text{nm}}
\approx14.3\ \mu\text{m}.
$$

This argument gives the dependence on the parameters: doubling the sweep width at fixed centre wavelength and group index halves the length. It does not fix the numerical factor, because it has not considered how the light reaches the reflector and returns, or what shape the peak has.

## Exact solution within the model

### The frequency span

The higher frequency belongs to the shorter wavelength. Without approximation,

$$
\Delta\nu=\frac{c}{\lambda_1}-\frac{c}{\lambda_2}
=\frac{c(\lambda_2-\lambda_1)}{\lambda_1\lambda_2}
=\frac{c\,\Delta\lambda}{\lambda_1\lambda_2}.
$$

With $\lambda_1=\lambda_0-\Delta\lambda/2$ and $\lambda_2=\lambda_0+\Delta\lambda/2$, the denominator is

$$
\lambda_1\lambda_2=\lambda_0^2-\frac{\Delta\lambda^2}{4}.
$$

The form used in the estimate therefore replaces $\lambda_1\lambda_2$ by $\lambda_0^2$. The exact span is $\Delta\nu=4.992$ THz.

### The detected fringes

Take the time dependence $e^{-i\omega t}$, with $\omega=2\pi\nu$. A wave travelling a distance $z$ acquires the factor $e^{i\beta z}$, where $\beta(\omega)$ is the propagation constant. Light that reaches a reflector at $z$ and returns acquires $e^{2i\beta z}$.

Let the reference field be $E_r=1$ and the returned field $E_s=\rho e^{2i\beta z}$, with $\rho$ real. A balanced detector subtracts the powers at the two outputs of a 50:50 combiner:

$$
S=\tfrac12|E_r+E_s|^2-\tfrac12|E_r-E_s|^2.
$$

The terms $|E_r|^2$ and $|E_s|^2$ cancel, while the cross terms add:

$$
S=2\,\mathrm{Re}(E_r^*E_s)=2\rho\cos[2\beta(\omega)z].
$$

### Why the group index appears

The fringe rate is the derivative of the fringe phase with respect to angular frequency:

$$
\frac{d(2\beta z)}{d\omega}=2z\frac{d\beta}{d\omega}
=\frac{2n_gz}{c},
\qquad n_g=c\frac{d\beta}{d\omega}.
$$

To relate this to the effective index $n_{\rm eff}$, write $\beta=n_{\rm eff}\,\omega/c$. The product rule gives

$$
n_g=n_{\rm eff}+\omega\frac{dn_{\rm eff}}{d\omega}
=n_{\rm eff}-\lambda\frac{dn_{\rm eff}}{d\lambda}.
$$

The last step uses $\omega\propto1/\lambda$, hence $d\omega/\omega=-d\lambda/\lambda$.

A simple index law shows the difference between the two indices. Let

$$
n_{\rm eff}(\lambda)=n_p-\frac{n_g-n_p}{\lambda_0}(\lambda-\lambda_0)
=n_g-(n_g-n_p)\frac{\lambda}{\lambda_0}.
$$

Multiplication by $2\pi/\lambda$ yields

$$
\beta=\frac{2\pi n_{\rm eff}}{\lambda}
=\frac{n_g\omega}{c}-\frac{2\pi(n_g-n_p)}{\lambda_0}.
$$

The second term does not depend on frequency. It shifts the phase of all the fringes together but leaves their spacing unchanged. The phase index enters only this constant, and the distance scale depends on $n_g$.

### The shape of the peak

The cosine is half the sum of $e^{2i\beta z}$ and $e^{-2i\beta z}$. The first term produces a peak at $+z$, the second a mirror peak at $-z$. When $z$ is many resolution lengths, the mirror peak contributes little near $+z$, so take the first term alone and normalize its amplitude to one. Its transform at a trial distance $z'$ is

$$
A(z')=\frac{1}{\Delta\omega}\int_{\rm band}
e^{2i\beta(\omega)z}\,e^{-2in_g\omega z'/c}\,d\omega,
\qquad \Delta\omega=2\pi\Delta\nu.
$$

Let $\omega_c$ be the middle of the frequency band, $x=\omega-\omega_c$, and $\beta_c=\beta(\omega_c)$. Since $n_g$ is constant, $\beta=\beta_c+n_gx/c$. The total phase in the integrand becomes

$$
2\beta_cz-\frac{2n_g\omega_cz'}{c}
+\frac{2n_g(z-z')}{c}x.
$$

The first two terms do not contain $x$, so they disappear from $|A|$. With $\tau=2n_g(z-z')/c$,

$$
|A|=\left|\frac{1}{\Delta\omega}\int_{-\Delta\omega/2}^{\Delta\omega/2}
e^{i\tau x}\,dx\right|
=\left|\frac{\sin(\tau\Delta\omega/2)}{\tau\Delta\omega/2}\right|.
$$

The argument of the sine is

$$
\frac{\tau\Delta\omega}{2}
=\frac{2n_g(z-z')}{c}\,\pi\Delta\nu.
$$

Define $\delta z=c/(2n_g\Delta\nu)$ and $\operatorname{sinc}s=\sin(\pi s)/(\pi s)$. The power profile is then

$$
|A(z')|^2=\operatorname{sinc}^2\!\left(\frac{z'-z}{\delta z}\right).
$$

The numerator first vanishes away from the peak at $|z'-z|=\delta z$. The required resolution is

$$
\boxed{\delta z=\frac{c}{2n_g\Delta\nu}
=\frac{\lambda_1\lambda_2}{2n_g\Delta\lambda}}
$$

and its value is

$$
\delta z=\frac{1530\times1570}{2\times4.2\times40}\ \text{nm}
=7.15\ \mu\text{m}.
$$

### A numerical check of the null

The fringes were also generated from the index law above for a reflector at 2 mm, then transformed numerically. The peak appeared at 2.00000 mm and its first null 7.148 µm away, against 7.149 µm from the formula. With the same centre wavelength and group index, a 20 nm sweep gave 14.303 µm against 14.300 µm, and an 80 nm sweep gave 3.573 µm for both. With the 40 nm sweep and $n_g=3.0$, the values were 10.008 and 10.009 µm.

These calculations retained the mirror peak. Near the true peak its amplitude, relative to that peak, is at most about $\delta z/(2\pi z)$. For the 40 nm sweep and $n_g=4.2$ this is $6\times10^{-4}$, which is why neglecting it is justified here.

## Comparison of the estimate and the solution

The scaling estimate was 14.3 µm, twice the exact result. The missing factor is the round trip: moving a reflector by $\delta z$ changes the distance travelled in the guide by $2\delta z$. A delay difference of $1/\Delta\nu=200$ fs therefore corresponds to 7.15 µm of reflector displacement.

The replacement of $\lambda_1\lambda_2$ by $\lambda_0^2$ matters far less. It gives 7.1503 instead of 7.1491 µm, a relative error of $1.7\times10^{-4}$. Using the phase index in place of the group index would give $7.15\times4.2/2.4=12.5$ µm, which has no meaning as a resolution because it assigns the wrong speed to the envelope.

The definition of resolution also matters. The profile falls to half its maximum power where $\operatorname{sinc}^2s=1/2$. Solving this numerically gives a full width at half maximum (FWHM) of $0.886\,\delta z=6.33$ µm. This is a second measure of the same peak, and a quoted resolution should say which one is meant.

### The effect of a taper

The untapered profile has side lobes that can hide weak reflections near strong ones. A Hann taper reduces the data smoothly to zero at both ends of the sweep. Its weight, normalized to unit mean, is $1+\cos(2\pi x/\Delta\omega)$. The cosine consists of two exponentials, each of which shifts the original transform by one unit of $s=(z'-z)/\delta z$. Hence

$$
A_H(s)=\operatorname{sinc}s+\tfrac12\operatorname{sinc}(s-1)
+\tfrac12\operatorname{sinc}(s+1).
$$

Because $\sin(\pi s\pm\pi)=-\sin(\pi s)$,

$$
A_H=\frac{\sin\pi s}{\pi}
\left[\frac1s-\frac12\left(\frac1{s-1}+\frac1{s+1}\right)\right]
=\frac{\sin\pi s}{\pi}\left[\frac1s-\frac{s}{s^2-1}\right].
$$

Combining the fractions gives

$$
A_H(s)=\frac{\operatorname{sinc}s}{1-s^2}.
$$

At $s=1$ the numerator and denominator both vanish, and the limit is $1/2$. The first null therefore moves to $s=2$, or 14.3 µm. The numerical FWHM becomes 10.3 µm. Far from the peak the amplitude falls as $1/|s|^3$ instead of $1/|s|$, so the wider peak is exchanged for weaker distant side lobes.

## Two reflectors

OFDR adds fields before the power is taken. Consider two reflectors of equal strength separated by $\delta z$, and let $\phi$ be the relative phase of their transformed fields at the centre of the band. With the first reflector at $s=0$,

$$
P(s)=\left|\operatorname{sinc}s+e^{i\phi}\operatorname{sinc}(s-1)\right|^2.
$$

At either reflector one term is one and the other is zero, so $P=1$. At the midpoint both sinc functions equal $2/\pi$, and

$$
P(1/2)=\frac4{\pi^2}|1+e^{i\phi}|^2
=\frac8{\pi^2}(1+\cos\phi).
$$

The three characteristic cases are:

- In phase, $\phi=0$: the midpoint power is $16/\pi^2=1.62$, so there is no dip.
- In quadrature, $\phi=\pi/2$: it is $8/\pi^2=0.81$, so there is a shallow dip.
- In antiphase, $\phi=\pi$: it is zero.

The answer to part 2 is therefore no. The phase contains $2\beta_cd$ for a separation $d$, and near the band centre it changes by $2\pi$ when $d$ changes by about $\lambda_0/(2n_p)$. A displacement much smaller than $\delta z$ can turn a dip into a maximum. If all phases are equally likely, the average of $\cos\phi$ is zero and the mean midpoint power is the quadrature value, 0.81.

At half the separation, $\delta z/2$, the ratio of midpoint power to power at the reflectors in quadrature is

$$
\frac{2\operatorname{sinc}^2(1/4)}{1+\operatorname{sinc}^2(1/2)}
=\frac{16/\pi^2}{1+4/\pi^2}=1.15.
$$

In quadrature the dip has gone. At this separation the midpoint remains a minimum only for phases near antiphase, about 29% of all phases, against about 62% at separation $\delta z$. The length $\delta z$ is thus a reasonable scale for separating reflectors when their phase is unknown, but it does not guarantee separation in an individual trace. Nor does it limit how precisely one isolated peak can be located: with little noise, the centre of a peak can be found to a small fraction of its width.

## How far along the guide the result holds

### Dispersion

If the group index varies across the sweep, different parts of the sweep assign different positions to the same reflector. Assume that the reference and probe paths have matching dispersion up to $z=0$, so that only the guide beyond that point contributes. Equal delays alone do not ensure this. To second order about the band centre,

$$
\beta=\beta_c+\frac{n_g}{c}x+\frac{\beta_2}{2}x^2.
$$

The apparent position is the fringe rate multiplied by $c/(2n_g)$:

$$
z_{\rm app}(x)=\frac{c}{2n_g}\frac{d(2\beta z)}{dx}
=z+\frac{c\beta_2z}{n_g}x.
$$

As $x$ runs over a range $\Delta\omega$, this position covers

$$
W=\frac{c|\beta_2|z\,\Delta\omega}{n_g}.
$$

The dispersion parameter is $D=d(1/v_g)/d\lambda$, with $1/v_g=d\beta/d\omega$. Since $d\omega/d\lambda=-2\pi c/\lambda^2$, it follows that $D=-2\pi c\beta_2/\lambda^2$. The given magnitude corresponds to

$$
|\beta_2|=\frac{|D|\lambda_0^2}{2\pi c}=1.275\ \text{ps}^2/\text{m}.
$$

At 1 mm, $W=2.86$ µm. The quadratic phase at the edge of the band, relative to its centre, is $|\beta_2|z\Delta\omega^2/4$. Using the expressions for $W$ and $\delta z$, this equals $(\pi/4)(W/\delta z)$, or about 0.31 rad. The phase error is small, and the numerical FWHM is 6.35 µm instead of 6.33 µm.

The spread grows in proportion to distance and equals $\delta z$ at 2.50 mm. This is a cautious answer to part 3 for an uncorrected trace, not a sharp boundary: the FWHM there is still only 6.42 µm, and at 8 mm it is 7.95 µm. The null degrades faster than the width: the power at $\delta z$ from the centre is no longer zero but 3% of the peak at 2.5 mm, 11% at 5 mm and 33% at 8 mm. By 10 mm lobes near $\pm\delta z$, where the nulls were, have risen above half the maximum power. The full width between the outermost half-maximum points is then 18.8 µm, about three times its dispersion-free value, while the spread $W$ is 28.6 µm. Interference between parts of the sweep still shapes the profile at this distance, so $W$ gives only the scale of the broadening. The ratio of the FWHM to $W$ is 0.66 at 10 mm and 0.91 at 200 mm.

If $\beta_2$ is known, multiplying the data by $e^{-i\beta_2zx^2}$ removes the quadratic phase from the term that forms the peak at $+z$. This factor depends on $z$, so it serves only reflectors near one distance. If $\beta(\omega)$ is known, resampling the fringes onto even steps of $\beta$ instead of $\omega$ corrects all distances at once.

### The frequency axis

A laser that sweeps uniformly in wavelength does not sweep uniformly in frequency. If its samples are nevertheless treated as evenly spaced in frequency, the apparent position is $z$ times the ratio of the true sweep rate to the assumed mean rate. These rates are proportional to $1/\lambda^2$ and $1/(\lambda_1\lambda_2)$, so the positions at the two ends differ by

$$
z\left(\frac{\lambda_2}{\lambda_1}-\frac{\lambda_1}{\lambda_2}\right)
=z\frac{\lambda_2^2-\lambda_1^2}{\lambda_1\lambda_2}
\approx\frac{2z\Delta\lambda}{\lambda_0}.
$$

For $z=1$ mm this is 51.6 µm, and the numerical FWHM is 35.7 µm. At this distance the error is much larger than the effect of dispersion. The error shrinks in proportion to $z$: at 0.1 mm the FWHM is 6.38 µm, close to its ideal value. Except at such short distances, the 7.15 µm result therefore requires samples at equal frequency intervals, or resampling onto such a grid. An auxiliary interferometer of known delay can supply the frequency scale.

### Temperature, loss and laser noise

Suppose the effective index rises steadily by $\delta n$ during a sweep towards higher frequency. The round trip gains about $2z\delta n/\lambda_0$ extra fringes. One extra fringe over the sweep shifts the peak by $\delta z$, so

$$
\text{shift}\approx\delta z\,\frac{2z\delta n}{\lambda_0}.
$$

With a thermo-optic coefficient of $2\times10^{-4}$ K$^{-1}$, a rise of 1 K during the sweep gives 1.845 µm at 1 mm. The simulated shift is 1.869 µm. The small excess is the change in mean optical length, $z\delta n/(2n_g)=0.024$ µm, which the fringe estimate omits.

A loss of 2 dB/cm gives a round-trip loss of 0.40 dB at 1 mm. If it is uniform across the sweep, it multiplies the whole profile by one factor and leaves its width unchanged.

For a laser with white frequency noise and a Lorentzian linewidth $\delta\nu_L$, the phase difference accumulated over a delay $T$ has variance $2\pi\delta\nu_LT$. A 100 kHz linewidth and the 28.0 ps round-trip delay at 1 mm give an rms phase of 0.004 rad. This noise is negligible for the peak width here.

## Relation to real devices

The parameters are round values in the rough regime of silicon strip waveguides near 1550 nm, where a group index near 4 and losses of a few dB/cm are typical. The dispersion is less transferable, since its size and sign depend strongly on the guide's cross-section. Real guides break the assumption of constant group index; for the dispersion chosen here, that changes the FWHM by less than 1% at 1 mm but triples it at 10 mm. A value near 7 µm is therefore a sound design figure for short guides with this group index, provided that the full 40 nm is used without a taper and the frequency axis is linear. The numerical output for the main cases follows.

## Calculated quantities

```
Sweep start wavelength: 1530 nm
Sweep end wavelength: 1570 nm
Phase index (input): 2.4
Group index from finite difference: 4.2000
Optical-frequency span: 4.9922 THz
Resolution, exact band edges: 7.1491 um
Resolution, centre-wavelength form: 7.1503 um
Relative error of that form: 1.67e-04
Round-trip delay for one resolution: 200.3 fs
Wrong value without round trip: 14.30 um
Wrong value with phase index: 12.51 um
Numerical peak-to-null distances, reflector at 2 mm:
  span 40 nm, n_g 4.2: peak 2.00000 mm, null 7.148 um, formula 7.149 um
  span 20 nm, n_g 4.2: peak 2.00001 mm, null 14.303 um, formula 14.300 um
  span 80 nm, n_g 4.2: peak 2.00000 mm, null 3.573 um, formula 3.573 um
  span 40 nm, n_g 3.0: peak 2.00000 mm, null 10.008 um, formula 10.009 um
FWHM without taper: 6.333 um
FWHM without taper / resolution: 0.8859
FWHM with Hann taper: 10.299 um
Peak-to-null with Hann taper: 14.300 um
Midpoint/reflector power for two equal reflectors:
  one resolution apart, in phase: 1.6211
  one resolution apart, quadrature: 0.8106
  one resolution apart, antiphase: 0.0000
  half a resolution apart, quadrature: 1.1536
Dispersion magnitude (input): 1000 ps/(nm km)
Magnitude of beta2: 1.275 ps^2/m
  at 1 mm: dispersion spread 2.86 um, FWHM 6.35 um
  at 10 mm: dispersion spread 28.56 um, FWHM 18.80 um
Distance where spread = resolution: 2.50 mm
Uncorrected sweep, spread at 1 mm: 51.6 um
Uncorrected sweep, FWHM at 1 mm: 35.7 um
Thermo-optic coefficient (input): 2.0e-04 1/K
Shift for 1 K ramp at 1 mm, simulated: 1.869 um
Shift for 1 K ramp at 1 mm, estimate: 1.845 um
Propagation loss (input): 2.0 dB/cm
Round-trip loss at 1 mm: 0.40 dB
Laser linewidth (input): 100 kHz
Round-trip delay at 1 mm: 28.02 ps
RMS laser phase noise at 1 mm: 0.00420 rad
```
